# Zero-Energy Capture by a Polarization Potential: Twice the Langevin Cross Section: test program

```python
"""
Result under test: an electron in V(r) = -alpha/(2 r^4), completely absorbed at
r = 0, has an s-wave capture cross section that tends to twice the classical
Langevin value as its energy tends to zero.

Symbols (Hartree atomic units unless a name says otherwise):
  beta = sqrt(alpha), k = wave number, x = beta*k, l = angular momentum
  P_l  = capture probability 1-|S_l|^2, sigma_l = pi (2l+1) P_l / k^2
  sigma_L = 2 pi beta / k, so sum (2l+1) P_l / (2x) is the ratio to Langevin
In the dimensionless tests lengths are measured in beta, so that k equals x.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar


def log_capture(x, l, steps=16000, edge=60.0):
    """Integrate g'' + [2x cosh(2y) - (l+1/2)^2] g = 0 from an ingoing wave.

    Returns P from the far incoming amplitude, and P from g and g' at y = 0.
    The end waves are semiclassical waves in r, rewritten in y = ln(r sqrt(k)).
    """
    x, l = np.broadcast_arrays(np.asarray(x, float), np.asarray(l, float))
    lam2 = (l + 0.5)**2
    half = np.log(edge / np.sqrt(x))
    h = 2 * half / steps

    def q_of(y):
        return 2 * x * np.cosh(2 * y) - lam2

    w2 = q_of(half) + 0.25
    w = np.sqrt(w2)
    d = x * np.sinh(2 * half) / w2
    g = w**-0.5 + 0j
    dg = (-1j * w + d) * g
    q0 = q_of(-half)
    for n in range(steps):
        if n == steps // 2:
            p_mid = 1 / np.abs(g * dg)**2
        y = -half + n * h
        qm, q1 = q_of(y + h / 2), q_of(y + h)
        gm = g + h / 2 * dg
        m1 = -q0 * g
        m2 = -qm * gm
        m3 = -qm * (gm + h * h / 4 * m1)
        m4 = -q1 * (g + h * dg + h * h / 2 * m2)
        g = g + h * dg + h * h / 6 * (m1 + m2 + m3)
        dg = dg + h / 6 * (m1 + 2 * m2 + 2 * m3 + m4)
        q0 = q1
    incoming = ((1j * w - d) * g - dg) / (2j * w)
    return 1 / (w * np.abs(incoming)**2), p_mid


def radial_solution(k, r0, u0, du0, r_end, points=None):
    """Direct s-wave integration in r, with beta = 1."""
    def rhs(r, f):
        return [f[1], -(k * k + r**-4) * f[0]]
    sol = solve_ivp(rhs, (r0, r_end), [complex(u0), complex(du0)],
                    method="DOP853", rtol=1e-10, atol=1e-12, t_eval=points)
    assert sol.success
    return sol.y


def direct_capture(k, r0, u0, du0):
    """1-|S|^2 from the plane-wave amplitudes at large r."""
    f = radial_solution(k, r0, u0, du0, 30 / k)
    u, du = f[0, -1], f[1, -1]
    incoming = u - du / (1j * k)
    outgoing = u + du / (1j * k)
    return 1 - abs(outgoing / incoming)**2


def zero_wave(r, sign=1):
    """Zero-energy wave r exp(sign*i/r) and its derivative, beta = 1."""
    e = np.exp(sign * 1j / r)
    return r * e, e * (1 - sign * 1j / r)


# Symbolic tests: zero-energy waves for l = 0, 1 and the Green function.
r, s, b = sp.symbols("r s beta", positive=True)
wave0 = r * sp.exp(sp.I * b / r)
wave1 = wave0 * (1 + sp.I * r / b)
green = r * s * sp.sin(b / s - b / r) / b
for wave, ll in ((wave0, 0), (wave1, 2)):
    residual = sp.diff(wave, r, 2) + (b**2 / r**4 - ll / r**2) * wave
    assert sp.simplify(residual / sp.exp(sp.I * b / r)) == 0
assert sp.simplify(sp.diff(green, r, 2) + b**2 / r**4 * green) == 0
assert sp.simplify(green.subs(r, s)) == 0
assert sp.simplify(sp.diff(green, r).subs(r, s) - 1) == 0

# Classical capture: find the largest b that meets no turning point.
k_test = 0.05


def least_radial_energy(impact):
    fit = minimize_scalar(
        lambda v: 1 - impact**2 * v + v * v / k_test**2,
        bounds=(0, 1), method="bounded", options={"xatol": 1e-10})
    return fit.fun


b_critical = brentq(least_radial_energy, 2.0, 12.0)
sigma_classical = np.pi * b_critical**2
assert abs(sigma_classical / (2 * np.pi / k_test) - 1) < 1e-5

# Finite-energy wave against the bounds from the integral equation.
r_start = 0.02
u_start, du_start = zero_wave(r_start)
r_points = np.array([0.5, 1.0, k_test**-0.5, 10.0])
f_k = radial_solution(k_test, r_start, u_start, du_start, 10.0, r_points)
f_0 = zero_wave(r_points)
assert np.all(np.abs(f_k[0] - f_0[0])
              <= np.sinh(k_test * r_points) / k_test - r_points)
assert np.all(np.abs(f_k[1] - f_0[1]) <= np.cosh(k_test * r_points) - 1)

# Capture probabilities: direct radial road, symmetry formula, threshold laws.
x_set = np.array([3e-4, 0.05, 0.01, 0.03, 0.7, 2.0, 2.0])
l_set = np.array([0, 0, 1, 2, 0, 1, 2])
big_x = 100.0
l_big = np.arange(26)
p_all, mid_all = log_capture(np.r_[x_set, np.full(26, big_x)],
                             np.r_[l_set, l_big])
p_set, mid_set = p_all[:7], mid_all[:7]
assert np.allclose(p_set, mid_set, rtol=2e-5, atol=0)
p_direct = direct_capture(k_test, r_start, u_start, du_start)
assert abs(p_direct / p_set[1] - 1) < 2e-5
slope = (p_set[0] / (4 * x_set[0]) - 1) / x_set[0]
assert abs(slope + 2) < 0.05
assert abs(p_set[0] / (2 * x_set[0]) - 2) < 0.002
for i in (2, 3):
    n = int(l_set[i])
    odd = np.prod(np.arange(1, 2 * n, 2))
    law = 4 * x_set[i]**(2 * n + 1) / (odd**2 * (2 * n + 1))**2
    assert abs(p_set[i] / law - 1) < 0.05
classical_ratio = np.sum((2 * l_big + 1) * p_all[7:]) / (2 * big_x)
assert p_all[-1] < 1e-6 and abs(classical_ratio - 1) < 0.03

# Partial reflection at the origin: limiting ratio and its phase average.
k_low = 1e-3
reflected = 0.10
rho = np.sqrt(reflected)
back_u, back_du = zero_wave(r_start, -1)
phase_ratios = []
for phase in 2 * np.pi * np.arange(8) / 8:
    amp = rho * np.exp(1j * phase)
    p = direct_capture(k_low, r_start, u_start + amp * back_u,
                       du_start + amp * back_du)
    formula = 2 * ((1 - amp) / (1 + amp)).real
    assert abs(p / (2 * k_low) / formula - 1) < 0.01
    phase_ratios.append(p / (2 * k_low))
phase_mean = np.mean(phase_ratios)
assert abs(phase_mean - 2) < 0.02

# Worked example: rough parameters of an attaching etch gas.
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
alpha_nm3 = 0.006
mass_u = 150.0
pressure_mtorr = 20.0
gas_k = 300.0
plasma_cm3 = 1e10
beta = np.sqrt(alpha_nm3 / bohr_nm**3)
beta_nm = beta * bohr_nm

energy_mev = 10.0**np.arange(-3, 4)
k_au = np.sqrt(2 * energy_mev * 1e-3 / hartree_ev)
x_e = beta * k_au
waves = np.arange(7)
p_e, _ = log_capture(x_e[:, None], waves[None, :])
ratio_s = p_e[:, 0] / (2 * x_e)
ratio_total = p_e @ (2 * waves + 1) / (2 * x_e)
sigma_l_nm2 = 2 * np.pi * beta_nm / (k_au / bohr_nm)
sigma_s_nm2 = np.pi * p_e[:, 0] / (k_au / bohr_nm)**2
assert np.all(p_e[:, -1] < 1e-5)
assert abs(ratio_s[0] - 2) < 0.02

# Maxwell averages: speed is measured in units of sqrt(2 kT/m).
nodes, weights = np.polynomial.legendre.leggauss(24)
speed = 2.5 * (nodes + 1)
maxwell = 2.5 * weights * 4 / np.sqrt(np.pi) * speed**2 * np.exp(-speed**2)
assert abs(maxwell.sum() - 1) < 1e-6
kt_ev = np.array([const.k * gas_k / const.e, 3.0])
k_thermal = np.sqrt(2 * kt_ev / hartree_ev)
x_t = beta * k_thermal[:, None] * speed[None, :]
waves_t = np.arange(12)
p_t, _ = log_capture(x_t[:, :, None], waves_t[None, None, :])
assert np.max(p_t[:, :, -1]) < 1e-3
mean_ratio = (p_t @ (2 * waves_t + 1) / (2 * x_t)) @ maxwell
assert abs(mean_ratio[1] - 1) < abs(mean_ratio[0] - 1)
rate_l = 2 * np.pi * beta_nm * 1e-9 * const.hbar / const.m_e * 1e6
capture_radius_nm = np.sqrt(2 * beta / k_thermal) * bohr_nm

# Absorber at finite radius: formula against direct integration.
core_nm = np.array([0.10, 0.15, 0.20, 0.25, 0.30])
core_ratio = []
core_reflection = []
for rc in core_nm / beta_nm:
    amp = -np.exp(2j / rc) / (1 + 2j / rc)
    formula = 2 * ((1 - amp) / (1 + amp)).real
    p = direct_capture(k_low, rc, 1.0, -1j / rc**2)
    assert abs(p / (2 * k_low) / formula - 1) < 0.01
    core_ratio.append(formula)
    core_reflection.append(abs(amp)**2)

# Other limits on the use of the zero-energy value.
pressure_pa = pressure_mtorr * 1e-3 * const.torr
gas_density = pressure_pa / (const.k * gas_k)
gas_spacing_nm = gas_density**(-1 / 3) * 1e9
reduced_wave_nm = bohr_nm / k_au
molecule_energy_mev = (1.5 * kt_ev[0] * 1e3 * const.m_e
                       / (mass_u * const.atomic_mass))
coulomb_mev = (const.e * (plasma_cm3 * 1e6)**(1 / 3)
               / (4 * np.pi * const.epsilon_0) * 1e3)

print("DIMENSIONLESS TESTS")
print(f"classical sigma*k/beta at x=0.05: {sigma_classical*k_test:.5f}")
print(f"P0 at x=0.05, direct radial: {p_direct:.6f}")
print(f"P0 at x=0.05, log coordinate: {p_set[1]:.6f}")
print(f"P0 at x=0.05, symmetry formula: {mid_set[1]:.6f}")
print(f"s-wave/Langevin at x=0.0003: {p_set[0]/(2*x_set[0]):.5f}")
print(f"first correction coefficient at x=0.0003: {slope:.4f}")
print(f"total/Langevin at x=100: {classical_ratio:.4f}")
print("EXAMPLE INPUTS")
print(f"polarizability volume: {alpha_nm3:.3f} nm^3")
print(f"molecular mass: {mass_u:.0f} u")
print(f"gas pressure: {pressure_mtorr:.0f} mTorr")
print(f"gas temperature: {gas_k:.0f} K")
print(f"plasma density: {plasma_cm3:.1e} cm^-3")
print(f"beta: {beta_nm:.4f} nm")
print("ENERGY SCAN: E[meV], x, sigma_L[nm^2], sigma_s[nm^2],")
print("  s-wave/Langevin, all waves/Langevin")
for row in zip(energy_mev, x_e, sigma_l_nm2, sigma_s_nm2,
               ratio_s, ratio_total):
    print("{:8.3f} {:.5f} {:9.3f} {:9.3f} {:.4f} {:.4f}".format(*row))
print("RATE COEFFICIENTS")
print(f"Langevin: {rate_l:.4e} cm^3/s")
print(f"zero-energy quantum limit: {2*rate_l:.4e} cm^3/s")
for name, ratio, radius in zip(("300 K", "3 eV"), mean_ratio,
                               capture_radius_nm):
    print(f"electrons at {name}: mean ratio {ratio:.4f}")
    print(f"  mean rate {ratio*rate_l:.4e} cm^3/s")
    print(f"  Langevin radius at E=kT {radius:.4f} nm")
print("NEGLECTED EFFECTS")
print("absorber radius[nm], reflected fraction, limiting ratio")
for row in zip(core_nm, core_reflection, core_ratio):
    print("{:.2f} {:.4f} {:.4f}".format(*row))
print(f"reflected fraction at origin: {reflected:.2f}")
print(f"  lowest limiting ratio: {2*(1-rho)/(1+rho):.4f}")
print(f"  highest limiting ratio: {2*(1+rho)/(1-rho):.4f}")
print(f"  phase average, direct at x=0.001: {phase_mean:.4f}")
print(f"mean molecular spacing: {gas_spacing_nm:.1f} nm")
print(f"1/k at 0.001 meV: {reduced_wave_nm[0]:.1f} nm")
print(f"1/k at 0.1 meV: {reduced_wave_nm[2]:.1f} nm")
print(f"energy from molecular motion: {molecule_energy_mev:.2e} meV")
print(f"Coulomb energy at charge spacing: {coulomb_mev:.3f} meV")
print("finished without a failed check")
```

Printed output:

```
DIMENSIONLESS TESTS
classical sigma*k/beta at x=0.05: 6.28319
P0 at x=0.05, direct radial: 0.179883
P0 at x=0.05, log coordinate: 0.179883
P0 at x=0.05, symmetry formula: 0.179883
s-wave/Langevin at x=0.0003: 1.99880
first correction coefficient at x=0.0003: -2.0015
total/Langevin at x=100: 0.9962
EXAMPLE INPUTS
polarizability volume: 0.006 nm^3
molecular mass: 150 u
gas pressure: 20 mTorr
gas temperature: 300 K
plasma density: 1.0e+10 cm^-3
beta: 0.3367 nm
ENERGY SCAN: E[meV], x, sigma_L[nm^2], sigma_s[nm^2],
  s-wave/Langevin, all waves/Langevin
   0.001 0.00173   412.968   823.074 1.9931 1.9931
   0.010 0.00546   130.592   258.307 1.9780 1.9780
   0.100 0.01725    41.297    79.698 1.9299 1.9301
   1.000 0.05455    13.059    23.261 1.7812 1.7832
  10.000 0.17251     4.130     5.740 1.3901 1.4102
 100.000 0.54552     1.306     0.990 0.7578 0.9617
1000.000 1.72510     0.413     0.117 0.2840 1.0187
RATE COEFFICIENTS
Langevin: 2.4493e-07 cm^3/s
zero-energy quantum limit: 4.8986e-07 cm^3/s
electrons at 300 K: mean ratio 1.1958
  mean rate 2.9289e-07 cm^3/s
  Langevin radius at E=kT 0.9042 nm
electrons at 3 eV: mean ratio 1.0016
  mean rate 2.4533e-07 cm^3/s
  Langevin radius at E=kT 0.2755 nm
NEGLECTED EFFECTS
absorber radius[nm], reflected fraction, limiting ratio
0.10 0.0216 2.2860
0.15 0.0473 1.2857
0.20 0.0810 1.3502
0.25 0.1211 1.6631
0.30 0.1656 2.1086
reflected fraction at origin: 0.10
  lowest limiting ratio: 1.0390
  highest limiting ratio: 3.8499
  phase average, direct at x=0.001: 1.9955
mean molecular spacing: 115.8 nm
1/k at 0.001 meV: 195.2 nm
1/k at 0.1 meV: 19.5 nm
energy from molecular motion: 1.42e-04 meV
Coulomb energy at charge spacing: 0.310 meV
finished without a failed check
```
